# Small-polaron Hall mobility from three-site interference on a triangular lattice: a program that tests the result

```python
# Small-polaron Hall effect on a triangular lattice (nonadiabatic, slow phonons).
# Result under test (hbar = 1, transfer J = -t, carrier charge q, spacing a):
#   drift mu_d = (3 q a^2 / 2kT) t^2 sqrt(pi/(4 Ea kT)) exp(-Ea/kT)
#   Hall  mu_H = (q a^2 / 2) t sqrt(pi/(3 Ea kT)) exp(-Ea/(3kT))
# Ea = Eb/2 is the hop barrier, Eb the polaron binding energy, w the phonon
# frequency. Signed mobilities: v = mu_d (E + mu_H E x B).
# The Hall part comes from interference of 1->2 with 1->3->2.
import numpy as np
from scipy import constants as const
from scipy.special import dawsn


def pair_rate(J, Ea, kT):
    return J**2 * np.sqrt(np.pi / (4 * Ea * kT)) * np.exp(-Ea / kT)


def triple_rate(J, Ea, kT):
    """Coefficient K of sin(phase of J12 J23 J31) in the rate 1->2."""
    pref = np.pi * J**3 / (2 * np.sqrt(3) * Ea * kT)
    return pref * np.exp(-4 * Ea / (3 * kT))


def drift_formula(q, t, Ea, kT, a):
    return 1.5 * q * a**2 / kT * pair_rate(t, Ea, kT)


def hall_formula(q, t, Ea, kT, a):
    return (0.5 * q * a**2 * t * np.sqrt(np.pi / (3 * Ea * kT))
            * np.exp(-Ea / (3 * kT)))


# ---- Test: exact three-level dynamics averaged over thermal static gaps ----
def gap_density(g2, g3, Eb, kT, d2=0.0, d3=0.0):
    """Joint Gaussian density of gaps E2-E1, E3-E1 with the carrier on 1."""
    cov = 2 * Eb * kT * np.array([[2.0, 1.0], [1.0, 2.0]])
    inv = np.linalg.inv(cov)
    x, y = g2 - 2 * Eb - d2, g3 - 2 * Eb - d3
    form = inv[0, 0] * x * x + 2 * inv[0, 1] * x * y + inv[1, 1] * y * y
    return np.exp(-form / 2) / (2 * np.pi * np.sqrt(np.linalg.det(cov)))


def simulated_odd_rate(J, J23, phase, Eb, kT, d2=0.0, d3=0.0):
    gaps = np.arange(-18.0, 26.0, 0.25)
    g2, g3 = np.meshgrid(gaps, gaps, indexing="ij")
    weight = gap_density(g2, g3, Eb, kT, d2, d3) * 0.25**2
    times = (4.0, 8.0)
    pop = {}
    for sign in (1, -1):
        H = np.zeros(g2.shape + (3, 3), complex)
        H[..., 1, 1], H[..., 2, 2] = g2, g3
        H[..., 0, 1] = J * np.exp(1j * sign * phase)
        H[..., 1, 0] = J * np.exp(-1j * sign * phase)
        H[..., 1, 2] = H[..., 2, 1] = J23
        H[..., 0, 2] = H[..., 2, 0] = J
        en, vec = np.linalg.eigh(H)
        for time in times:
            amp = np.sum(vec[..., 1, :] * np.exp(-1j * en * time)
                         * vec[..., 0, :].conj(), axis=-1)
            pop[sign, time] = np.sum(weight * np.abs(amp)**2)
    odd = [(pop[1, s] - pop[-1, s]) / 2 for s in times]
    return (odd[1] - odd[0]) / (times[1] - times[0])


Js, phase_s = 0.003, 1.0
sim = simulated_odd_rate(Js, Js, phase_s, 2.0, 1.0)
sim_formula = triple_rate(Js, 1.0, 1.0) * np.sin(phase_s)
assert abs(sim / sim_formula - 1) < 0.005
cut = simulated_odd_rate(Js, 0.0, phase_s, 2.0, 1.0)
assert abs(cut) < 1e-5 * abs(sim)
up = simulated_odd_rate(Js, Js, phase_s, 2.0, 1.0, 0.3, 0.1)
down = simulated_odd_rate(Js, Js, phase_s, 2.0, 1.0, -0.3, -0.1)
bias_sim, bias_formula = up / down, np.exp(-2 * (0.3 + 0.1) / 3)
assert abs(bias_sim / bias_formula - 1) < 0.005


# ---- Test: phonon correlator from explicit oscillator matrices ----
def overlap_F(tau, Eb, kT, w):
    S, n = Eb / w, 1 / np.expm1(w / kT)
    return np.exp(S * ((n + 1) * (np.exp(-1j * w * tau) - 1)
                       + n * (np.exp(1j * w * tau) - 1)))


def exp_matrix(H, z):
    en, vec = np.linalg.eigh(H)
    return (vec * np.exp(z * en)) @ vec.T


size, g = 60, 0.8
b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
empty = b.T @ b
filled = empty + g * (b + b.T)
t1, t2, t3 = 0.7, 1.5, 0.4
trace_product = 1.0
for mode in (1, 2, 3):
    h = {s: filled if s == mode else empty for s in (1, 2, 3)}
    rho = exp_matrix(h[1], -1.0)
    chain = (exp_matrix(h[1], 1j * t1) @ exp_matrix(h[2], 1j * (t2 - t1))
             @ exp_matrix(h[3], -1j * (t2 - t3)) @ exp_matrix(h[1], -1j * t3))
    trace_product *= np.trace(rho @ chain) / np.trace(rho)
F_product = np.prod([overlap_F(x, g**2, 1.0, 1.0)
                     for x in (t1 - t3, t1 - t2, t2 - t3)])
assert abs(trace_product - F_product) < 1e-8

# ---- Worked example in Hartree atomic units ----
Ea, t, kT, w, a = 0.006, 0.0002, 0.001, 0.0004, 6.0
Eb, J = 2 * Ea, -t


# ---- Test: real-time quantum integrals against classical rates ----
def quantum_rates(w0):
    """Pair rate, flux-odd and flux-even interference rates per triangle.
    Only the first coincidence is kept; dispersion removes recurrences."""
    step, half = 8.0, 300
    u = step * np.arange(-half, half + 1)
    s = step * np.arange(0, half + 1)
    simpson = np.ones(half + 1)
    simpson[1:-1:2], simpson[2:-1:2] = 4, 2
    simpson *= step / 3
    Fu, Fs = overlap_F(u, Eb, kT, w0), overlap_F(s, Eb, kT, w0)
    Fsum = overlap_F(u[:, None] + s[None, :], Eb, kT, w0)
    integral = step * np.sum(Fu[:, None] * Fsum * (Fs * simpson)[None, :])
    pair = J**2 * step * np.sum(Fu**2).real
    return pair, 2 * J**3 * integral.real, 2 * J**3 * integral.imag


w2, K = pair_rate(J, Ea, kT), triple_rate(J, Ea, kT)
q2, q3, qeven = quantum_rates(w)
q2_slow, q3_slow, _ = quantum_rates(w / 2)
dev2, dev3 = q2 / w2 - 1, q3 / K - 1
assert abs(dev2) < 0.04 and abs(dev3) < 0.04
for slow, fast in ((q2_slow / w2 - 1, dev2), (q3_slow / K - 1, dev3)):
    assert 0.2 < slow / fast < 0.3   # error falls as frequency squared

# Principal-value part: Gaussian average of 1/gap to the third site,
# at coincidence of the first two sites; two triangles share each bond.
sd = np.sqrt(3 * Eb * kT)
inverse_gap = np.sqrt(2) * dawsn(Eb / (np.sqrt(2) * sd)) / sd
even_classical = -4 * J * inverse_gap
even_quantum = 2 * qeven / q2
assert abs(even_quantum / even_classical - 1) < 0.05


# ---- Test: mobilities from an explicit sum over hops on the lattice ----
def lattice_mobilities(q, transfer, temp, B=1e-6, field=1e-7):
    angles = np.arange(6) * np.pi / 3
    nbrs = a * np.column_stack([np.cos(angles), np.sin(angles)])
    origin = np.zeros(2)

    def hop(end, start):   # symmetric gauge, straight path start -> end
        line = 0.5 * B * (start[0] * end[1] - start[1] * end[0])
        return transfer * np.exp(1j * q * line)

    def velocity(Ex):
        v = np.zeros(2)
        for k in range(6):
            r2 = nbrs[k]
            d2 = -q * Ex * r2[0]
            var = 4 * Eb * temp
            rate = (2 * np.pi * transfer**2 / np.sqrt(2 * np.pi * var)
                    * np.exp(-(2 * Eb + d2)**2 / (2 * var)))
            for r3 in (nbrs[(k + 1) % 6], nbrs[(k - 1) % 6]):
                loop = hop(origin, r2) * hop(r2, r3) * hop(r3, origin)
                d3 = -q * Ex * r3[0]
                rate += (4 * np.pi**2 * loop.imag
                         * gap_density(0.0, 0.0, Eb, temp, d2, d3))
            v += r2 * rate
        return v

    slope = (velocity(field) - velocity(-field)) / (2 * field)
    return slope[0], -slope[1] / (slope[0] * B)


drift_e, hall_e = lattice_mobilities(-1, -t, kT)
drift_h, hall_h = lattice_mobilities(+1, +t, kT)
assert abs(drift_e / drift_formula(-1, t, Ea, kT, a) - 1) < 1e-5
assert abs(hall_e / hall_formula(-1, t, Ea, kT, a) - 1) < 1e-5
assert drift_e * drift_h < 0 and hall_e * hall_h > 0
ratio = hall_e / drift_e
ratio_formula = 2 * kT / (3 * np.sqrt(3) * t) * np.exp(2 * Ea / (3 * kT))
assert abs(ratio / ratio_formula - 1) < 1e-5

# Local activation energies, -d ln|mu| / d(1/kT), from the lattice sum
beta, db = 1 / kT, 1.0
hi = np.abs(lattice_mobilities(-1, -t, 1 / (beta + db)))
lo = np.abs(lattice_mobilities(-1, -t, 1 / (beta - db)))
act_drift, act_hall = -(np.log(hi) - np.log(lo)) / (2 * db)
assert abs(act_drift - (Ea - 1.5 * kT)) < 1e-6
assert abs(act_hall - (Ea / 3 - 0.5 * kT)) < 1e-6

# ---- Test: a hole in a filled band has transfer -J_ji ----
Z, I2 = np.diag([1.0, -1.0]), np.eye(2)
low = np.array([[0.0, 1.0], [0.0, 0.0]])
c = [np.kron(np.kron(low, I2), I2), np.kron(np.kron(Z, low), I2),
     np.kron(np.kron(Z, Z), low)]
ring = np.array([[0, np.exp(0.4j), np.exp(-0.9j)],
                 [0, 0, np.exp(0.3j)], [0, 0, 0]])
ring = ring + ring.conj().T
H_many = sum(ring[i, j] * c[i].T @ c[j] for i in range(3) for j in range(3))
full = np.zeros(8)
full[7] = 1.0
holes = np.column_stack([c[k] @ full for k in range(3)])
assert np.allclose(holes.T @ H_many @ holes, -ring.T)

# ---- Sizes of neglected effects and output ----
landau_zener = 2 * np.pi * t**2 / (w * np.sqrt(8 * Ea * kT))
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
hartree_K = const.physical_constants["hartree-kelvin relationship"][0]
to_cm2 = const.e * bohr**2 / const.hbar * 1e4

print(f"Barrier Ea = {Ea:.4f} hartree = {Ea * hartree_eV:.4f} eV")
print(f"Binding energy Eb = {Eb:.4f} hartree")
print(f"Transfer t = {t:.4f} hartree")
print(f"Thermal energy kT = {kT:.4f} hartree, T = {kT * hartree_K:.1f} K")
print(f"Phonon energy w = {w:.4f} hartree")
print(f"Lattice spacing a = {a:.1f} bohr")
print(f"Triple-coincidence energy 4Ea/3 = {4 * Ea / 3:.4f} hartree")
print(f"Pair hop rate w2 = {w2:.4e} a.u.")
print(f"Triple coefficient |K| = {abs(K):.4e} a.u.")
print(f"|K|/w2 = {abs(K) / w2:.5f}")
print(f"Drift mobility size = {abs(drift_e):.4e} a.u."
      f" = {abs(drift_e) * to_cm2:.3e} cm^2/(V s)")
print(f"Hall mobility size = {abs(hall_e):.4e} a.u."
      f" = {abs(hall_e) * to_cm2:.3e} cm^2/(V s)")
print(f"Ratio Hall/drift = {ratio:.2f}")
print(f"Activation energy, drift = {act_drift:.6f} hartree")
print(f"Activation energy, Hall = {act_hall:.6f} hartree")
print(f"Electron: drift {drift_e:+.4e}, Hall {hall_e:+.4e} a.u.")
print(f"Hole:     drift {drift_h:+.4e}, Hall {hall_h:+.4e} a.u.")
for temp in (0.001, 0.00125, 0.0015):
    md, mh = np.abs(lattice_mobilities(-1, -t, temp))
    print(f"kT = {temp:.5f} hartree: drift {md:.4e} a.u.,"
          f" Hall {mh:.4e} a.u., ratio {mh / md:.2f}")
print(f"Quantum-phonon change of w2 = {100 * dev2:.2f} %")
print(f"Quantum-phonon change of K = {100 * dev3:.2f} %")
print(f"Same at half the frequency: w2 {100 * (q2_slow / w2 - 1):.2f} %,"
      f" K {100 * (q3_slow / K - 1):.2f} %")
print(f"Flux-even drift correction, Gaussian = {100 * even_classical:.2f} %")
print(f"Flux-even drift correction, quantum = {100 * even_quantum:.2f} %")
print(f"Landau-Zener probability estimate = {landau_zener:.3f}")
print("Three-level test (kT = 1, Ea = 1, J = 0.003, phase 1 rad):")
print(f"  simulated odd rate = {sim:.5e}, formula = {sim_formula:.5e}")
print(f"  with bond 2-3 cut, odd rate / full odd rate = {cut / sim:.1e}")
print(f"  bias ratio simulated = {bias_sim:.5f},"
      f" formula = {bias_formula:.5f}")
print("all good")
```

Printed output:

```
Barrier Ea = 0.0060 hartree = 0.1633 eV
Binding energy Eb = 0.0120 hartree
Transfer t = 0.0002 hartree
Thermal energy kT = 0.0010 hartree, T = 315.8 K
Phonon energy w = 0.0004 hartree
Lattice spacing a = 6.0 bohr
Triple-coincidence energy 4Ea/3 = 0.0080 hartree
Pair hop rate w2 = 3.5873e-08 a.u.
Triple coefficient |K| = 4.0564e-10 a.u.
|K|/w2 = 0.01131
Drift mobility size = 1.9371e-03 a.u. = 8.241e-05 cm^2/(V s)
Hall mobility size = 2.0354e-01 a.u. = 8.659e-03 cm^2/(V s)
Ratio Hall/drift = 105.07
Activation energy, drift = 0.004500 hartree
Activation energy, Hall = 0.001500 hartree
Electron: drift -1.9371e-03, Hall -2.0354e-01 a.u.
Hole:     drift +1.9371e-03, Hall -2.0354e-01 a.u.
kT = 0.00100 hartree: drift 1.9371e-03 a.u., Hall 2.0354e-01 a.u., ratio 105.07
kT = 0.00125 hartree: drift 4.6020e-03 a.u., Hall 2.7159e-01 a.u., ratio 59.02
kT = 0.00150 hartree: drift 7.7913e-03 a.u., Hall 3.2370e-01 a.u., ratio 41.55
Quantum-phonon change of w2 = 2.40 %
Quantum-phonon change of K = 2.96 %
Same at half the frequency: w2 0.60 %, K 0.73 %
Flux-even drift correction, Gaussian = 8.53 %
Flux-even drift correction, quantum = 8.54 %
Landau-Zener probability estimate = 0.091
Three-level test (kT = 1, Ea = 1, J = 0.003, phase 1 rad):
  simulated odd rate = 5.42586e-09, formula = 5.43129e-09
  with bond 2-3 cut, odd rate / full odd rate = -1.2e-13
  bias ratio simulated = 0.76592, formula = 0.76593
all good
```
